\section*{Why Boron Dips Beside a Heavily Arsenic-Doped Region in Silicon}

\section{The pull on a boron ion}

\textbf{Q:} I start with boron spread evenly through silicon and put a heavily arsenic-doped region on one side. There is no boron gradient, so Fick's law gives no boron flux. What can dig a dip in the boron just outside the arsenic?

\textbf{A:} An electric field. At the anneal temperature arsenic is a positive ion and has given its electron to the crystal. I first treat these ions as fixed, and test that assumption at the end. Some electrons spill out of the arsenic region, leaving it at a higher electrostatic potential $\psi$ than its surroundings. Substitutional boron is a negative ion, with energy $-e\psi$, so it is pulled towards the arsenic.

Let $x$ increase outwards, with arsenic at $x<0$, and set $\phi=e\psi/kT$, with $\phi=0$ far outside. For nondegenerate carriers in equilibrium,
\begin{equation}
n=n_i e^{\phi},\qquad p=n_i e^{-\phi},\qquad np=n_i^2 .
\end{equation}
Here $n_i$ is the intrinsic density at the anneal temperature, not at room temperature. I take the boron concentration $C$ to be well below $n_i$, so that arsenic alone sets the potential.

\textbf{Q:} How large is the potential step?

\textbf{A:} Let the active arsenic concentration be $N$. Deep inside, neutrality requires $n-p=N$. Putting $p=n_i^2/n$ and multiplying by $n$ gives $n^2-Nn-n_i^2=0$. The positive root is
\begin{equation}
\eta\equiv\frac{n}{n_i}=\frac{N}{2n_i}+\sqrt{\left(\frac{N}{2n_i}\right)^2+1},
\qquad \phi_1=\ln\eta .
\end{equation}
Take rough values for an arsenic emitter annealed at $1000\,^\circ$C: $N=10^{20}$ and $n_i=7\times10^{18}$ cm$^{-3}$. Then $N/2n_i=7.143$ and $\eta=7.143+7.213=14.36$. With $kT=0.1097$ eV the step is $0.1097\ln 14.36=0.292$ V.

\section{From the field to the zero-flux relation}

\textbf{Q:} Where does the proportionality between boron and electrons come from?

\textbf{A:} From balancing drift against diffusion. The field is $E=-\psi'$, so the force on charge $-e$ is $+e\psi'=kT\phi'$. The Einstein relation makes the drift velocity $D/kT$ times the force. Adding Fick's term,
\begin{equation}
J=-DC'+DC\phi' .
\end{equation}
Since $\phi=\ln(n/n_i)$, we have $\phi'=n'/n$, and
\begin{equation}
J=-D\left(C'-C\frac{n'}{n}\right)=-Dn\left(\frac{C}{n}\right)' .
\label{flux}
\end{equation}
The last step is the quotient rule, $(C/n)'=C'/n-Cn'/n^2$. If $J=0$, then $C/n$ is constant, or $C\propto n$. For evenly spread boron $C'=0$, and the initial flux is $DC\phi'$. The potential falls outwards, so this flux is negative: boron moves into the arsenic region.

\textbf{Q:} Then is $C\propto n$ the whole explanation?

\textbf{A:} No. With zero flux everywhere, $C$ follows the electron step: high inside, low and flat outside. There is no dip with a recovery beyond it. Consider a closed box with arsenic over length $L$, undoped length $W$ and initial boron $C_0$. Neglecting the junction width, the final concentrations are $C_{\rm out}$ and $\eta C_{\rm out}$. Conservation gives
\begin{equation}
C_0(L+W)=C_{\rm out}(\eta L+W).
\end{equation}
For $L=20$ nm and $W=40$ nm, $C_{\rm out}/C_0=60/(287+40)=0.183$, the same throughout the outside.

A dip needs two unequal rates. The thin junction comes close to zero net flux quickly, while the outside is resupplied slowly by diffusion. Boron next to the junction has been taken in; boron farther away has not yet arrived to replace it.

\section{Why the junction is nearly balanced}

\textbf{Q:} But boron is flowing through the junction. How can you use a zero-flux relation there?

\textbf{A:} The net flux is a small difference between large drift and diffusion fluxes. To compare them we need the field. Poisson's equation is $\psi''=-e(p-n+N)/\varepsilon$, with $N=0$ outside. In terms of $\phi$,
\begin{equation}
\phi''=\frac{\sinh\phi-N/2n_i}{\lambda^2},
\qquad \lambda^2=\frac{\varepsilon kT}{2e^2n_i}.
\end{equation}
Inside, $N/2n_i=\sinh\phi_1$, since $\phi''=0$ in the neutral bulk. Multiply by $\phi'$ and integrate from each bulk, where $\phi'=0$:
\begin{align}
\tfrac12\lambda^2\phi'^2&=\cosh\phi-1 &&(x>0),\\
\tfrac12\lambda^2\phi'^2&=\cosh\phi-\cosh\phi_1+(\phi_1-\phi)\sinh\phi_1 &&(x<0).
\end{align}
Both $\phi$ and $\phi'$ are continuous at $x=0$. Calling the potential there $\phi_0$ and equating the right-hand sides,
\begin{equation}
\phi_1-\phi_0=\frac{\cosh\phi_1-1}{\sinh\phi_1}=\tanh\frac{\phi_1}{2}.
\end{equation}
Since $\cosh\phi_0-1=2\sinh^2(\phi_0/2)$, the slope at the junction is
\begin{equation}
|\phi'(0)|=\frac{2}{\lambda}\sinh\frac{\phi_0}{2}.
\end{equation}
It is the largest slope, because $\phi''$ is positive outside and negative inside.

With relative permittivity 11.7, $\lambda=2.25$ nm. Here $\phi_1=2.66$ and $\phi_0=2.66-0.87=1.79$, so $|\phi'(0)|=0.91$ nm$^{-1}$. Multiplication by $kT/e$ gives 1.0 MV/cm. We can compare drift with the net flux once the resupply has been calculated.

\section{How deep the dip becomes}

\textbf{Q:} What sets the resupply? Boron diffusivity also depends on doping.

\textbf{A:} Suppose boron moves as a neutral pair formed from B$^-$, a neutral interstitial and a hole. With local equilibrium and a uniform neutral-interstitial concentration, the number of pairs is proportional to $Cp$. A neutral pair feels no electric force, so its flux is
\begin{equation}
J=-D_i\left(\frac{Cp}{n_i}\right)'
=-D_i\frac{p}{n_i}(C'-C\phi'),
\end{equation}
where $p'=-p\phi'$ was used. This is the earlier flux with $D=D_ip/n_i$. The field acts here through the number of pairs: holes, and therefore pairs, are scarce inside.

Define $u=Cn_i/n=Cp/n_i$. Far outside, $u=C$. The flux and the continuity equation $\partial_tC=-J'$ become
\begin{equation}
J=-D_iu',\qquad \frac{n}{n_i}\frac{\partial u}{\partial t}=D_iu'' .
\end{equation}
This is a heat equation with uniform conductivity and a heat capacity $\eta$ times larger inside. Equal $u$ means local balance, and the arsenic region must take in much boron before its $u$ rises. Initially $u=C_0$ outside but $C_0/\eta$ inside, so boron flows inwards although $C$ is uniform.

\textbf{Q:} What value does the junction settle at?

\textbf{A:} Keep arsenic fixed, make the junction sharp compared with the diffusion length, and treat both sides as semi-infinite. Outside, try $u=f(s)$ with $s=x/2\sqrt{D_it}$. Then $\partial_tu=-sf'/2t$ and $D_iu''=f''/4t$, so $f''+2sf'=0$ and $f'\propto e^{-s^2}$. The solution is an error function. Inside, $D_i$ is replaced by $D_i/\eta$. With junction value $u_J$,
\begin{align}
u&=u_J+(C_0-u_J)\,{\rm erf}\frac{x}{2\sqrt{D_it}} &&(x>0),\label{out}\\
u&=u_J-\left(u_J-\frac{C_0}{\eta}\right){\rm erf}\frac{|x|\sqrt\eta}{2\sqrt{D_it}} &&(x<0).
\end{align}
The flux $-D_iu'$ is continuous. Since ${\rm erf}'(0)=2/\sqrt\pi$, equating slopes gives
\begin{equation}
\frac{C_0-u_J}{\sqrt{\pi D_it}}
=\frac{\sqrt\eta\,(u_J-C_0/\eta)}{\sqrt{\pi D_it}} .
\end{equation}
The time cancels. Collecting terms,
\begin{equation}
u_J(1+\sqrt\eta)=C_0\left(1+\frac1{\sqrt\eta}\right)
=C_0\frac{1+\sqrt\eta}{\sqrt\eta},
\qquad u_J=\frac{C_0}{\sqrt\eta}.
\end{equation}
Just outside, $n=n_i$ and $C=C_0/\sqrt\eta$. Just inside, $C=\eta u_J=C_0\sqrt\eta$. Their ratio is $\eta$, as local balance requires, and the dip outside is matched by a hump inside.

For $C_0=10^{18}$ cm$^{-3}$, these values are $2.6\times10^{17}$ and $3.8\times10^{18}$ cm$^{-3}$. For weak arsenic doping, $\eta\simeq1+N/2n_i$ and $u_J/C_0\simeq1-N/4n_i$, so the dip vanishes smoothly. For $N\gg n_i$, $u_J/C_0\simeq\sqrt{n_i/N}$.

\textbf{Q:} How wide is it, and how much boron is missing?

\textbf{A:} The width grows as $\sqrt{D_it}$. With a rough $D_i=1.5\times10^{-14}$ cm$^2$/s and a 30-minute anneal, $\sqrt{D_it}=52$ nm. The areal loss outside is the inward flux integrated over time:
\begin{equation}
Q=\int_0^t D_i\frac{C_0-u_J}{\sqrt{\pi D_it'}}\,dt'
=2(C_0-u_J)\sqrt{\frac{D_it}{\pi}} .
\end{equation}
Numerically, $2(1-0.264)\,52/\sqrt\pi=43$ nm. Multiplying by $C_0$ gives $4.3\times10^{12}$ cm$^{-2}$, the boron originally held in a 43 nm layer.

Now we can return to the balance. The net inward flux is $D_i(C_0-u_J)/\sqrt{\pi D_it}$; the drift part at the junction is $DC|\phi'|=D_iu_J|\phi'|$. Their ratio is
\begin{equation}
\frac{0.736/(\sqrt\pi\times52)}{0.264\times0.91}=0.033 .
\end{equation}
About 97\% of the drift is cancelled by outward diffusion after 30 minutes. The ratio scales as $1/\sqrt t$; after 10 s it is about 0.4, and the junction is not yet near balance. This is the sense in which the zero-flux relation holds at the junction.

\section{The resolved minimum}

\textbf{Q:} Would the lowest concentration really touch the junction?

\textbf{A:} Not with a finite junction width. Electrons extend a few $\lambda$ outside and hold extra boron there. As $x$ increases, $u$ rises while $n$ falls, so $C=un/n_i$ has its minimum where
\begin{equation}
\frac{u'}{u}=-\phi' .
\end{equation}
Outside, $\phi'=-(2/\lambda)\sinh(\phi/2)$. Since the derivative of $\ln\tanh(\phi/4)$ with respect to $\phi$ is $1/[2\sinh(\phi/2)]$,
\begin{equation}
\tanh\frac{\phi}{4}=\tanh\frac{\phi_0}{4}\,e^{-x/\lambda},
\qquad \phi\simeq1.68\,e^{-x/\lambda}
\end{equation}
in the tail. Near the junction $u/C_0\simeq0.264+0.0080x$, with $x$ in nm. At $x=7.7$ nm, $u/C_0=0.326$ and $u'/u=0.025$ nm$^{-1}$, while $-\phi'=(1.68/2.25)e^{-3.42}=0.024$ nm$^{-1}$. The two agree to the accuracy of the estimate. There $\phi=0.055$, so $C/C_0\simeq0.326e^{0.055}=0.34$.

I also solved Poisson's equation and the drift-diffusion equation numerically, using finite volumes in space and implicit steps in time. Boron was a trace impurity and arsenic was fixed. The minimum is $0.345C_0$ at 7.7 nm. With other settings held fixed, it is $0.41C_0$ after 450 s and $0.31C_0$ after 7200 s. If the arsenic is deep enough to remain effectively semi-infinite, the minimum approaches the sharp-junction value 0.264 slowly, as the diffusion length grows relative to $\lambda$. In a region of finite depth, the dip eventually fills instead.

\section{Changing the assumptions}

\textbf{Q:} Does the dip depend on boron moving with holes?

\textbf{A:} Its depth does. Let the diffusivities be $D_{\rm in}$ and $D_{\rm out}$, with $r=\sqrt{D_{\rm in}/D_{\rm out}}$. From (\ref{flux}), $J=-D(n/n_i)u'$, while $u$ itself spreads with diffusivity $D$. Matching fluxes now gives
\begin{equation}
\sqrt{D_{\rm out}}\,(C_0-u_J)
=\eta\sqrt{D_{\rm in}}\left(u_J-\frac{C_0}{\eta}\right),
\qquad \frac{u_J}{C_0}=\frac{1+r}{1+\eta r}.
\end{equation}
The previous model has $r=1/\sqrt\eta$. If $r\to0$, boron cannot spread inside and the dip disappears. With equal diffusivities, $r=1$ and $u_J/C_0=2/(1+\eta)=0.13$.

For boron with a neutral-defect contribution, write $D=D_i(1+\beta p/n_i)/(1+\beta)$. A rough $\beta=20$ gives $r=0.34$ and $u_J/C_0=0.23$ instead of 0.26.

\textbf{Q:} How can I tell that the charge matters, and not just the different diffusivities?

\textbf{A:} Set $r=1$ and reverse the charge of the trace ion. The force reverses, zero flux becomes $C\propto1/n$, and $\eta$ is replaced by $1/\eta$. Just outside, $C/C_0=2/(1+1/\eta)=1.87$: a pile-up replaces the dip. For a neutral impurity the factor is 1, the flux is $-DC'$, and a uniform profile stays uniform even if $D$ varies with doping. This relies on the uniform neutral-interstitial concentration assumed above: if $D$ varies because that concentration varies, the flux is $-(DC)'$ and a neutral impurity is redistributed too.

\textbf{Q:} Does the dip last?

\textbf{A:} Not if the outside supply is unlimited. Let the arsenic region have depth $L$ and a surface that boron cannot cross. It behaves as semi-infinite while $\sqrt{D_it/\eta}\ll L$. For $L=200$ nm the left side is 14 nm after 30 minutes.

At much later times $u$ inside approaches $C_0$, so the region has gained $(\eta-1)LC_0$ per unit area. That deficit spreads through the outside as a half-Gaussian, whose height at the junction is its area divided by $\sqrt{\pi D_it}$:
\begin{equation}
1-\frac{C}{C_0}\simeq\frac{(\eta-1)L}{\sqrt{\pi D_it}},
\qquad \sqrt{D_it}\gg\eta L .
\end{equation}
At $\sqrt{D_it}=30\,\mu$m this gives 0.050. Reaching that length would take about $6\times10^8$ s, so it is a mathematical limit, not a proposed anneal.

\section{The model beside a real emitter}

\textbf{Q:} Which assumption would you distrust first in my wafer?

\textbf{A:} Fixed arsenic. The concentrations and temperature are in the regime of a diffused arsenic emitter in a boron-doped base. A moderately shorter anneal does not justify fixed arsenic: both species spread as $\sqrt t$ while their diffusion lengths are well above $\lambda$ and below the arsenic depth. A rapid anneal of seconds falls outside that range. At 10 s, $\sqrt{D_it}=3.9$ nm is comparable with $\lambda$, and the numerical minimum is only $0.77C_0$ with fixed arsenic and $0.80C_0$ with arsenic moving as described next. Take arsenic diffusivity as $D_{\rm As}n/n_i$, with a rough $D_{\rm As}=1.35\times10^{-15}$ cm$^2$/s. Arsenic is positive, so its flux is $-(D_{\rm As}n/n_i)(N'+N\phi')$. Neutrality gives $\phi=\sinh^{-1}(N/2n_i)$ and $\phi'=N'/\sqrt{N^2+4n_i^2}$. The field therefore multiplies arsenic diffusion by $1+N/\sqrt{N^2+4n_i^2}$, nearly 2 here. The plateau value is $3.9\times10^{-14}$ cm$^2$/s, larger than $D_i$ for boron.

When the numerical calculation includes this motion and boron's contribution to the space charge in Poisson's equation, the minimum is about $0.6C_0$, roughly 105 nm from the original arsenic edge. With boron's space charge but fixed arsenic, it is $0.35C_0$ at 7.7 nm. Arsenic motion thus moves the dip outwards and makes it much shallower. The numbers depend on the rough $D_{\rm As}$: halving it gives $0.54C_0$ at 75 nm, doubling it $0.69C_0$ at 145 nm. The arsenic concentration at the new minimum is $1.3\times10^{18}$ cm$^{-3}$, well below $n_i$, so the dip still lies outside the heavily doped part. Arsenic there still exceeds boron, however: the minimum sits about 4 nm on the n side of the metallurgical junction, which is near 108 nm.

\textbf{Q:} Are the other corrections comparable?

\textbf{A:} Two that I can size are smaller, and both deepen the sharp-junction dip. First, at $10^{20}$ cm$^{-3}$ the electrons are mildly degenerate. Boron follows $e^\phi$, which is then larger than $n/n_i$. For a parabolic band with density-of-states mass $1.08m_e$, the Fermi integral, applied to both the doped and the intrinsic material, gives a factor 1.14 (1.11 for a mass of $1.3m_e$). Keeping $D\propto e^{-\phi}$, the contact value is $1/\sqrt{1.14\,\eta}=0.25$.

Second, B$^-$ can bind to As$^+$. A screened point-charge estimate at a separation of 0.235 nm gives 0.40 eV. With four neighbouring sites and $5\times10^{22}$ silicon sites per cm$^3$, the ratio of paired to free boron inside is
\begin{equation}
K\simeq\frac{4N}{5\times10^{22}\,{\rm cm}^{-3}}e^{0.396/0.1097}\simeq0.3 .
\end{equation}
If pairs are immobile and equilibrate quickly, they multiply the inside capacity by $1+K$. The conductivity is unchanged, so the same matching gives $1/\sqrt{\eta(1+K)}=0.23$. The exponential makes this a rough estimate: without screening the energy is 0.52 eV, $K\simeq0.95$ and the contact value 0.19, while screening by arsenic ions as well as electrons gives $K\simeq0.2$ and 0.24.

A uniform excess of interstitials would multiply $D_i$, widening the dip without changing its sharp-junction value. Implant damage need not give a uniform excess, and I have not modelled that case, band-gap narrowing or loss of boron at the surface. For a prediction in your wafer, the arsenic profile must be evolved together with the boron; the fixed-junction formula explains the mechanism but, in this example, overstates the depth of the dip.
